Why ħk Is Not the Momentum of a Bloch Electron

Suppose that an electron in a crystal has wave number k, and that its momentum is taken to be ħk. In the one-dimensional model worked out below, for a state of the lowest band four fifths of the way from the centre to the edge of the Brillouin zone, the current it carries then comes out almost twice its true value; nearer the centre the error is smaller. At the zone edge of that model the error is worse: ħk is far from zero there, while the electron has no mean momentum at all. If the electron is pushed with a known impulse, ħk grows by that impulse, yet the momentum of the electron may hardly change.

The belief behind these errors has good grounds. A free electron with wave function e^{ikx} does have momentum ħk. A Bloch function is such a wave times a function with the period of the lattice, so it looks like a free wave with some decoration. Under a uniform force F, ħk changes at the rate F, as a momentum should. When an electron absorbs a wave of wave number q, k changes by q, which looks like momentum conservation. The last two statements are true, the second with a proviso. They concern another quantity, the crystal momentum, which belongs to the symmetry of the lattice.

**What k labels**

Take one electron in one dimension, in the fixed potential

V(x) = V0 cos(Gx), G = 2π/a, V0 ≠ 0,

where a is the lattice constant. There is no magnetic field and no spin-orbit coupling. In Hartree atomic units, where ħ = m = 1,

H = p²/2 + V(x), p = −i d/dx.

Let T shift a function by one cell: Tψ(x) = ψ(x+a). A shift does not affect the derivative, and V(x+a) = V(x), so T commutes with H. The energy eigenstates can therefore be chosen as eigenstates of T. Since T preserves the norm, its eigenvalue has modulus one and can be written

Tψ = e^{ika} ψ.

This equation defines k. Because Ga = 2π, the numbers k and k+G give the same eigenvalue and so label the same states. A momentum cannot change by ħG while the state stays as it is, so ħk cannot be the momentum in general.

The function e^{−ikx}ψ(x) has period a, since the shift multiplies the first factor by e^{−ika} and the second by e^{ika}. It can be expanded in a Fourier series, which gives

ψ(x) = Σ_j c_j e^{i(k+jG)x}, Σ_j |c_j|² = 1,

with j running over all integers. Each term is a momentum eigenstate. A measurement of momentum gives k+jG with probability |c_j|².

To find the c_j, write V as (V0/2)(e^{iGx} + e^{−iGx}). Acting on the wave number j, it produces the waves j+1 and j−1. Collecting the coefficient of e^{i(k+jG)x} in Hψ = Eψ gives

(k+jG)² c_j/2 + (V0/2)(c_{j−1} + c_{j+1}) = E c_j.   (1)

Could a single plane wave solve this? If c_0 alone were nonzero, the equation for j = 1 would read (V0/2)c_0 = 0, which is false. The same argument holds for any other single wave. A Bloch state of this potential thus has no definite momentum, and one can ask for its mean.

**The mean momentum is the slope of the band**

From the probabilities,

<p> = Σ_j |c_j|² (k+jG) = k + G Σ_j j|c_j|².   (2)

The last term is the difference between the mean momentum and the label k. It can be related to the energy E(k) of the band.

First, E(k) must have a well-defined slope. Suppose that two normalizable solutions c and d of (1) had the same k and E. Multiply the equation for c_j by d_j, multiply the equation for d_j by c_j, and subtract. The terms with E and with (k+jG)² cancel, leaving

c_{j+1}d_j − c_j d_{j+1} = c_j d_{j−1} − c_{j−1}d_j.

The left side is the right side with j raised by one, so this combination has the same value for all j. It tends to zero for large j, because c and d are normalizable, so it is zero everywhere, and d is a multiple of c. At a given k the levels are therefore distinct, and E and the c_j vary smoothly with k. Since (1) has real coefficients, the c_j can be chosen real.

Now multiply (1) by c_j and sum over j. The two neighbour terms give equal sums, so

E = Σ_j (k+jG)² c_j²/2 + V0 Σ_j c_j c_{j+1}.

Differentiate with respect to k. The explicit k in the first sum contributes Σ_j (k+jG)c_j². The change of the coefficients, with c_j' = dc_j/dk, contributes

2 Σ_j c_j' [(k+jG)² c_j/2 + (V0/2)(c_{j−1} + c_{j+1})].

By (1) the bracket equals E c_j, so this is

2E Σ_j c_j' c_j = E d/dk (Σ_j c_j²) = 0,

because the norm stays equal to one. What remains is dE/dk = <p>. With the constants restored,

<p> = m v, v = (1/ħ) dE/dk.   (3)

The slope v is also the speed at which a packet travels. The rate of change of the mean position is <i[H,x]>. Since V commutes with x and [p²/2, x] = −ip, this rate is <p>. In a packet built from one band, states with different k do not mix in <p>, so the packet moves with the average of dE/dk over its k values.

The condition on the potential matters here. If V acted on momentum as well as position, or if there were a magnetic field or spin-orbit coupling, i[H,x] would in general differ from p/m. Mean momentum and m times velocity would then have to be distinguished.

The zone edge follows from symmetry. Reflection x → −x turns k into −k and leaves H unchanged, so E(−k) = E(k). Relabelling j in (1) gives E(k+G) = E(k). Hence

E(G/2 + s) = E(−G/2 + s) = E(G/2 − s).

The band is symmetric about k = G/2 and smooth there, so its slope is zero. The label is G/2, and the mean momentum is zero.

**A number**

Take a = 5 bohr and V0 = 0.2 hartree, round values that stand for no particular material. Then G = 1.2566. Momenta and wave numbers are given in atomic units throughout. At k = 0.4G = 0.5027, solving (1) with the 17 waves from j = −8 to 8 gives these probabilities in the lowest band:

j = −2: momentum −2.011, probability 0.0005
j = −1: momentum −0.754, probability 0.1874
j = 0: momentum 0.503, probability 0.8084
j = 1: momentum 1.759, probability 0.0037

The sum in (2) is

Σ_j j|c_j|² ≈ −2(0.0005) − 0.1874 + 0.0037 = −0.1847,

and therefore

<p> ≈ 0.5027 − 1.2566 × 0.1847 = 0.271.

The numerical check also finds the band energy by another route, integrating the Schrödinger equation across one cell. The slope of that energy is 0.2706, in agreement with (3). In SI units the mean momentum is 5.39 × 10⁻²⁵ kg m/s, where ħk is 1.00 × 10⁻²⁴ kg m/s. The group velocity is 5.92 × 10⁵ m/s.

The mean does not describe a sharp value: the root-mean-square spread of the momentum is 0.50, larger than the mean itself. In the second band, at the same k, the mean momentum is −0.520. Two states with one and the same k move in opposite directions.

The size of the effect can be estimated by hand. Keep the two main waves, k and k−G. Their kinetic energies differ by

D = (k−G)²/2 − k²/2 = G(G−2k)/2 = 0.158 hartree,

and V couples them with strength V0/2. Measured from the average of the two kinetic energies, the Hamiltonian is a two-by-two matrix with −D/2 and D/2 on the diagonal and V0/2 off it. Its eigenvalues ε satisfy ε² = D²/4 + V0²/4, so the lower one is

ε = −R/2, R = √(D² + V0²).

Let w be the probability of the wave k−G. The argument that led to (3) applies to D as well: the derivative of ε is the mean of the derivative of the matrix. This gives

−D/(2R) = −(1−w)/2 + w/2 = w − 1/2,

so that

w = (1 − D/R)/2, <p> ≈ k − Gw.

Here R = √(0.1579² + 0.2²) = 0.2548 hartree and w = 0.190. The estimate is <p> ≈ 0.5027 − 1.2566 × 0.190 = 0.264, which is 0.007 below the value from 17 waves. With V0 ten times smaller the error is 6.3 × 10⁻⁵, about 110 times smaller. For a weak potential the main neglected wave is k+G. Equation (1) for j = 1, with c_0 ≈ 1, c_2 ≈ 0 and E ≈ k²/2, gives c_1 ≈ −(V0/2)/D₊, where D₊ = G(G+2k)/2 = 1.421 hartree. For V0 = 0.02 hartree this wave adds G c_1² ≈ 1.2566 × (0.01/1.421)² = 6.2 × 10⁻⁵ to <p>, nearly the whole error. The error is thus of second order in V0 when V0 is small. A pure second-order error would fall by a factor of 100. The 110 found is near that partly by cancellation: at V0 = 0.2 hartree the wave k+G supplies only 0.0047 of the 0.0069, and the rest comes from higher-order terms of opposite sign, +0.0035 from the error in w and −0.0012 from the wave k−2G.

The estimate also shows when the belief is nearly right. For V0 much smaller than D, w ≈ V0²/(4D²), and <p> approaches k. This is the lowest band in a weak potential, away from the zone edge. At the edge D = 0, so w = 1/2 however weak the potential is, and <p> = G/2 − G/2 = 0.

Across the zone, the 17-wave calculation gives for the lowest band:

k = 0.1G = 0.126: <p> = 0.110
k = 0.2G = 0.251: <p> = 0.212
k = 0.3G = 0.377: <p> = 0.288
k = 0.4G = 0.503: <p> = 0.271
k = 0.5G = 0.628: <p> = 0.000

The mean momentum first grows with k and then falls back to zero.

**What the lattice conserves**

For any operator A without explicit time dependence, i d<A>/dt = <[A,H]>. Since T commutes with H, <T> is constant. For p, use

[V,p]f = −iVf' + i(Vf)' = iV'f,

which gives

d<p>/dt = i<[H,p]> = i<[V,p]> = −<V'>.   (4)

The fixed lattice exerts a force, so the momentum of the electron is in general not conserved. In a single Bloch state nothing measurable changes with time, so <p> is constant and the mean lattice force is zero. A superposition of bands shows the difference between the two quantities.

Release the plane wave e^{ikx} with k = 0.4G in the same potential. It contains several bands, all with the same k. Because V changes momentum in steps of ±G, the wave can spread over the momenta k+jG and no others. On a ring of 20 cells, the mean momentum changes as follows:

time 0: <p> = 0.503
time 6 atomic units: <p> = 0.152
time 12 atomic units: <p> = −0.255

At time 12 the mean motion is reversed, but only for a while. The two lowest bands beat against each other with a period of about 24.6 atomic units, <p> is back at 0.516 at time 24, and its long-time average is 0.13. At time 12 the phase of <T>, divided by a, is still 0.5027. The probability of finding a momentum outside the set k+jG is zero to rounding. If one extra potential bump is added to the ring (a Gaussian of height 0.2 hartree and standard deviation 1 bohr, centred on a maximum of V), the symmetry under T is lost and at time 12 that probability is 0.019. It keeps growing, to 0.18 at time 60, and is about half as large on a ring twice as long. The conservation law thus rests on the periodicity and fails gradually once that is broken.

The same symmetry governs the absorption of a wave. Let a perturbation proportional to e^{iqx} act on a Bloch state ψ_k, on a ring that q fits. The amplitude for reaching ψ_k' contains

M = ∫ ψ_k'*(x) e^{iqx} ψ_k(x) dx.

Replace x by x+a, which does not alter an integral around the ring. The three factors acquire the phases e^{−ik'a}, e^{iqa} and e^{ika}, so

M = e^{i(k+q−k')a} M.

Either M = 0, or the phase factor is one, which requires

k' = k + q + nG, n an integer.   (5)

This is the proviso on "k changes by q". Equation (5) says which k' can be reached; the frequency of the wave must also supply or remove the energy difference.

Take k = 0.4G and q = 0.3G. The sum 0.7G lies outside the zone from −G/2 to G/2, and the same label inside it is −0.3G. Within the lowest band, the matrix element per unit length of the ring, with Bloch functions whose mean square is one, is 0.665 for k' = −0.3G and zero to rounding for every other k' on the ring. A wave with q+G leads to the same k', with the smaller element 0.152.

The mean momentum goes from 0.271 to −0.288, a change of −0.559, while q = +0.377. The change differs from q in size and even in sign. Thus (5) is not a balance of the electron's momentum.

**Why a force seems to prove the belief**

The strongest argument for the belief is ħ dk/dt = F. It is correct, and its derivation shows what it means. On an infinite line, add a uniform force F, so that the Hamiltonian is H − Fx. Since

T(xf) = (x+a) f(x+a) = x Tf + a Tf,

we have [T,x] = aT. As T commutes with H,

i d<T>/dt = <[T, −Fx]> = −Fa<T>,

and hence

<T>(t) = e^{iFat} <T>(0).

The same steps for a shift by n cells give the phase e^{inFat}. These averages, for all n, are the Fourier coefficients of the distribution of the electron over k modulo G. The whole distribution therefore moves by Ft, whatever the bands do. For the momentum, the force F is added to (4):

d<p>/dt = F − <V'>.

The crystal momentum responds to the applied force alone, because the lattice force respects the symmetry under T. The momentum responds to both forces.

To see the difference, take a packet made of the lowest-band Bloch function at k = 0.25G = 0.314 times a Gaussian envelope whose square has a standard deviation of 25 bohr. Push it with F = 0.001 hartree/bohr for 200 atomic units of time. The impulse is

Ft = 0.001 × 200 = 0.200.

The phase of <T> shows that k has grown by 0.2000, to 0.514. The mean momentum was 0.2557 at the start and is 0.2550 at the end. Its change is −0.0007, so the lattice has delivered an impulse of

−0.0007 − 0.2000 = −0.2007.

The near-perfect cancellation is special to this choice of start and impulse. The values listed above show that the band slope rises and then falls between k = 0.25G, where it is 0.256, and the final k near 0.41G, and here the two ends happen to have almost equal slopes. Averaged over the k values of the packet, the final slope is 0.2549, close to the mean momentum found from the motion. The exact value −0.0007 means little: about 0.02 % of this packet lies in higher bands, and even without a force its mean momentum swings between about 0.251 and 0.259 at early times. What matters is that the change is far smaller than 0.200.

This last agreement needs a weak force and a packet that stays almost entirely in one band. A strong force can drive the electron into other bands, and <p> then no longer follows the slope of a single one. The advance of k by Ft does not depend on that condition, because its derivation used the periodicity of the lattice and the uniformity of the force, and made no reference to bands.

Computed values

```
Momenta and wave numbers in atomic units (hbar/bohr, 1/bohr)
lattice constant a = 5.0 bohr, V0 = 0.20 hartree
G = 1.25664; k = 0.4 G = 0.50265
lowest-band energy at k = 0.07140 hartree
second-band energy at k = 0.32636 hartree
j = -2: momentum -2.01062, weight 0.000494
j = -1: momentum -0.75398, weight 0.187378
j =  0: momentum  0.50265, weight 0.808405
j =  1: momentum  1.75929, weight 0.003721
j =  2: momentum  3.01593, weight 0.000002
mean momentum, lowest band = 0.27063
slope dE/dk from cell integration = 0.27063
mean momentum, second band = -0.51984
second-band slope, cell integration = -0.51984
rms momentum spread, lowest band = 0.50107
mean momentum in SI = 5.3932e-25 kg m/s
hbar k in SI = 1.0017e-24 kg m/s
group velocity in SI = 5.9205e+05 m/s
two-wave D = 0.15791 hartree, w = 0.19015
two-wave mean momentum = 0.26370
two-wave error at V0: 6.93e-03, at V0/10: 6.30e-05
Lowest band: k/G, k, mean momentum
  0.00  0.00000  0.00000
  0.10  0.12566  0.11009
  0.20  0.25133  0.21235
  0.25  0.31416  0.25574
  0.30  0.37699  0.28808
  0.40  0.50265  0.27063
  0.45  0.56549  0.17253
  0.50  0.62832  0.00000
Plane wave k = 0.4 G released on a ring of 20 cells
  time  0.0 a.u.: mean momentum 0.50265
  time  6.0 a.u.: mean momentum 0.15243
  time 12.0 a.u.: mean momentum -0.25548
  phase of <T> / a at time 12 = 0.50265
  force from lattice at time 6 = -0.08752 hartree/bohr
  weight outside k + jG at time 12 = 2.7e-26
  same with one defect = 0.0188
Added wave q = 0.3 G = 0.37699; final k/G = -0.30
  matrix element for q = 0.66497
  matrix element for q + G = 0.15164
  largest forbidden element = 4.8e-16
  mean momentum at final k = -0.28808
  change of mean momentum = -0.55871
Packet: F = 0.001 hartree/bohr, time = 200 a.u., width = 25 bohr
  box = 1500 bohr, probability near its edges = 1.3e-13
  initial k = 0.31416, impulse F t = 0.20000
  gain of k from phase of <T> = 0.20000
  mean momentum: start 0.25574, end 0.25503
  change of mean momentum = -0.00071
  band slope averaged over packet at end = 0.25489
```
